**Isothermal disk on a half-space with conductivity proportional to 1/T**

The program tests the law $T_s=T_0\exp(P/P_0)$ with $P_0=4ak_0T_0$, where $T_s$ is the disk temperature, $P$ the power, $a$ the disk radius, $T_0$ the far temperature and $k_0$ the conductivity at $T_0$. It solves the nonlinear heat equation directly by finite volumes, without the Kirchhoff transform, and asserts agreement in power within 1.5 % for five disk temperatures between $1.25\,T_0$ and $3\,T_0$. It also asserts that the temperature field agrees within $0.01\,T_0$ away from the disk edge, and that the incremental resistance agrees within 1.5 %. Symbolic derivatives and quadrature over a hemisphere test the field equation, the flux on the disk and the total power. Further assertions cover a conductivity falling as $T^{-1.3}$, the leading correction for a chip of finite thickness, and the centre of a uniformly heated disk. For a disk of radius 100 µm at 5 W, with $k_0=150$ W/(m K) and $T_0=300$ K, the output gives $T_s=396.1$ K, against 383.3 K for constant conductivity. Among the neglected effects that the program sizes as temperature changes, uniform heating is the largest, at 31.2 K in the centre of the disk.

## Check in Python

```python
"""
Result under test: an isothermal disk (radius a, absolute temperature Ts) on a
half-space with conductivity k(T) = k0*T0/T, adiabatic elsewhere on its surface
and at T0 far away, delivers power P with
    Ts = T0*exp(P/P0),   P0 = 4*k0*a*T0.
Tests use scaled units a = k0 = T0 = 1, so that P0 = 4.
The oblate coordinate xi is 0 on the disk and grows to infinity far away.
The nonlinear heat equation is also solved directly for T by finite volumes,
with arithmetic means of k on cell faces and no Kirchhoff transform.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.sparse import diags
from scipy.sparse.linalg import spsolve


def graded_widths(length, first=0.005, growth=1.15):
    count = int(np.ceil(np.log(1 + length*(growth - 1)/first)/np.log(growth)))
    widths = first*growth**np.arange(count)
    return widths*length/widths.sum()


def solve_direct(ts, exponent=1.0, depth=400.0, reach=400.0):
    """Power and temperature field for k = T**(-exponent), disk at ts."""
    dr = np.concatenate([graded_widths(1.0)[::-1], graded_widths(reach - 1)])
    dz = graded_widths(depth)
    rf = np.concatenate([[0.0], np.cumsum(dr)])
    rc = 0.5*(rf[1:] + rf[:-1])
    zc = np.cumsum(dz) - 0.5*dz
    area = np.pi*(rf[1:]**2 - rf[:-1]**2)
    on_disk = rc < 1.0
    nr, nz = len(rc), len(zc)
    temp = np.ones((nr, nz))
    for _ in range(60):
        k = temp**(-exponent)
        g_r = (2*np.pi*rf[1:-1, None]*dz[None, :]*0.5*(k[1:] + k[:-1])
               / np.diff(rc)[:, None])
        g_z = area[:, None]*0.5*(k[:, 1:] + k[:, :-1])/np.diff(zc)[None, :]
        g_top = np.where(on_disk,
                         area*0.5*(k[:, 0] + ts**(-exponent))/(dz[0]/2), 0.0)
        g_base = area*0.5*(k[:, -1] + 1)/(dz[-1]/2)
        g_side = 2*np.pi*rf[-1]*dz*0.5*(k[-1] + 1)/(dr[-1]/2)
        main = np.zeros((nr, nz))
        main[1:] += g_r
        main[:-1] += g_r
        main[:, 1:] += g_z
        main[:, :-1] += g_z
        main[:, 0] += g_top
        main[:, -1] += g_base
        main[-1] += g_side
        source = np.zeros((nr, nz))
        source[:, 0] += g_top*ts
        source[:, -1] += g_base
        source[-1] += g_side
        along_z = np.zeros((nr, nz))
        along_z[:, :-1] = g_z
        off_z = -along_z.ravel()[:-1]
        off_r = -g_r.ravel()
        matrix = diags([main.ravel(), off_z, off_z, off_r, off_r],
                       [0, 1, -1, nz, -nz], format="csc")
        new = spsolve(matrix, source.ravel()).reshape(nr, nz)
        change = np.max(np.abs(new - temp))
        temp = new
        if change < 1e-7:
            break
    assert change < 1e-7, "nonlinear iteration did not settle"
    power = np.sum(g_top*(ts - temp[:, 0]))
    return power, temp, rc, zc


def oblate_xi(r, z, root):
    s = r**2 + z**2 - 1
    return root((s + root(s**2 + 4*z**2))/2)


# --- symbolic check of the field, its flux on the disk and its total power
r, z = sp.symbols("r z", positive=True)
log_ratio = sp.Rational(7, 10)
field = sp.exp(log_ratio*2/sp.pi*sp.atan(1/oblate_xi(r, z, sp.sqrt)))
flux_r = -sp.diff(field, r)/field
flux_z = -sp.diff(field, z)/field
divergence = sp.diff(r*flux_r, r)/r + sp.diff(flux_z, z)
mp.mp.dps = 40
div_fn = sp.lambdify((r, z), divergence, "mpmath")
flux_fn = sp.lambdify((r, z), flux_z, "mpmath")
worst_div = max(abs(div_fn(mp.mpf(x), mp.mpf(y)))
                for x, y in [("0.3", "0.2"), ("0.9", "0.4"), ("2.5", "0.7")])
assert worst_div < 1e-20
for x in ("0.2", "0.6", "0.95"):
    x = mp.mpf(x)
    expected = 2*mp.mpf("0.7")/(mp.pi*mp.sqrt(1 - x**2))
    assert abs(flux_fn(x, mp.mpf("1e-10"))/expected - 1) < 1e-6
fr = sp.lambdify((r, z), flux_r, "numpy")
fz = sp.lambdify((r, z), flux_z, "numpy")
R = 2.0
hemi_power = quad(lambda t: 2*np.pi*R**2*np.sin(t)
                  * (np.sin(t)*fr(R*np.sin(t), R*np.cos(t))
                     + np.cos(t)*fz(R*np.sin(t), R*np.cos(t))),
                  0, np.pi/2)[0]
assert abs(hemi_power/(4*0.7) - 1) < 1e-7

# --- direct nonlinear solutions; 1.5 % covers the edge grid and outer boundary
direct = {}
for ts in (1.25, 1.5, 2.0, 2.1, 3.0):
    direct[ts] = solve_direct(ts)
    assert abs(direct[ts][0]/(4*np.log(ts)) - 1) < 0.015
power2, temp2, rc, zc = direct[2.0]
rr, zz = np.meshgrid(rc, zc, indexing="ij")
formula_field = 2.0**(2/np.pi*np.arctan(1/oblate_xi(rr, zz, np.sqrt)))
away = np.hypot(rr - 1, zz) > 0.05
field_error = np.max(np.abs(temp2 - formula_field)[away])
assert field_error < 0.01
slope = 0.1/(direct[2.1][0] - power2)
assert abs(slope/(2.05/4) - 1) < 0.015

# --- steeper conductivity law: finite limiting power
n_alt = 1.3
power_alt = solve_direct(2.0, exponent=n_alt)[0]
p_alt = power_alt/4
ts_alt = (1 - (n_alt - 1)*p_alt)**(-1/(n_alt - 1))
assert abs(ts_alt/2.0 - 1) < 0.015
limit_integral = quad(lambda t: t**(-n_alt), 1, np.inf)[0]
assert abs(limit_integral*(n_alt - 1) - 1) < 1e-6

# --- finite thickness: first-order image correction to the exponent
thick_ratio = 7.0
slab_power = solve_direct(1.5, depth=thick_ratio)[0]
slab_direct = 1 - direct[1.5][0]/slab_power
slab_formula = 2*np.log(2)/np.pi/thick_ratio
assert abs(slab_direct - slab_formula) < 0.006

# --- uniform heating: centre value from a sum over point sources
cells = 1000
x = (np.arange(cells) + 0.5)*2/cells - 1
xx, yy = np.meshgrid(x, x)
dist = np.hypot(xx, yy)
centre_sum = np.sum(1/(2*np.pi*dist[dist < 1]))*(2/cells)**2
centre_factor = 4*centre_sum/np.pi
assert abs(centre_factor/(4/np.pi) - 1) < 0.005

# --- worked example, SI inside the program
a, k0, T0, P = 100e-6, 150.0, 300.0, 5.0
P0 = 4*k0*a*T0
p = P/P0
Ts = T0*np.exp(p)
conduction_integral = quad(lambda t: k0*T0/t, T0, Ts)[0]
assert abs(4*a*conduction_integral/P - 1) < 1e-9
T_cold_k = T0*(1 + p)
T_hot_k = T0/(1 - p)
assert T_cold_k < Ts < T_hot_k
mean_flux = P/(np.pi*a**2)

# rough inputs for neglected effects
H = thick_ratio*a
R_sink, R_boundary, mfp, h_air = 1.0, 1e-8, 0.3e-6, 10.0
half_width = 5e-3
d_uniform = T0*np.exp(4/np.pi*p) - Ts
d_exponent = T0*(1 - (n_alt - 1)*p)**(-1/(n_alt - 1)) - Ts
d_slab = T0*np.exp(p*(1 - slab_formula)) - Ts
d_sink = (T0 + R_sink*P)*np.exp(p) - Ts
d_boundary = R_boundary*mean_flux
ballistic_fraction = 16*mfp/(3*np.pi*a)
d_ballistic = T0*np.exp(p*(1 + ballistic_fraction)) - Ts


def loss_density(temp):
    return h_air*(temp - T0) + constants.sigma*(temp**4 - T0**4)


surface_loss = np.pi*a**2*loss_density(Ts) + quad(
    lambda s: 2*np.pi*s*loss_density(T0*np.exp(p*2/np.pi*np.arcsin(a/s))),
    a, half_width, limit=200)[0]
assert surface_loss < 0.01*P
others = [d_exponent, d_slab, d_sink, d_boundary, d_ballistic]
assert d_uniform > max(abs(v) for v in others)

print("TESTS (scaled units a = k0 = T0 = 1)")
print(f"hemisphere power / formula: {hemi_power/2.8:.8f}")
for ts in (1.25, 1.5, 2.0, 3.0):
    print(f"Ts/T0 = {ts:.2f}: direct P/P0 = {direct[ts][0]/4:.4f},"
          f" ln = {np.log(ts):.4f}")
print(f"largest field error, Ts/T0 = 2: {field_error:.4f} T0")
print(f"direct slope / formula near Ts/T0 = 2: {slope/(2.05/4):.4f}")
print(f"n = 1.3, Ts/T0 = 2: Ts/T0 from formula = {ts_alt:.4f}")
print(f"slab exponent cut: direct {slab_direct:.4f},"
      f" formula {slab_formula:.4f}")
print(f"uniform-heating centre factor: sum {centre_factor:.4f},"
      f" 4/pi = {4/np.pi:.4f}")
print("EXAMPLE")
print(f"disk radius a = {a*1e6:.0f} um")
print(f"conductivity k0 at T0 = {k0:.0f} W/(m K)")
print(f"far temperature T0 = {T0:.0f} K")
print(f"power P = {P:.1f} W")
print(f"mean heat flux = {mean_flux*1e-7:.1f} kW/cm2")
print(f"power scale P0 = {P0:.2f} W")
print(f"exponent P/P0 = {p:.4f}")
print(f"disk temperature Ts = {Ts:.1f} K = {Ts-273.15:.1f} deg C")
print(f"rise Ts - T0 = {Ts-T0:.1f} K")
print(f"estimate with k(T0) throughout = {T_cold_k:.1f} K")
print(f"estimate with k(Ts) throughout = {T_hot_k:.1f} K")
print(f"conductivity at Ts = {k0*T0/Ts:.1f} W/(m K)")
print(f"incremental resistance at P = 0: {T0/P0:.2f} K/W")
print(f"incremental resistance at P: {Ts/P0:.2f} K/W")
print(f"factor in Ts per {P/2:.1f} W step = {np.exp(p/2):.4f}")
for step in range(5):
    power = step*P/2
    print(f"P = {power:4.1f} W: Ts = {T0*np.exp(power/P0):.1f} K,"
          f" constant k0: {T0*(1+power/P0):.1f} K")
print("NEGLECTED EFFECTS (rough inputs, change in K)")
print(f"uniform heating, centre of disk: {d_uniform:+.1f} K")
print(f"k as T^-{n_alt}: {d_exponent:+.1f} K")
print(f"limiting power for T^-{n_alt}: {P0/(n_alt-1):.0f} W")
print(f"chip {H*1e6:.0f} um thick, base at T0: {d_slab:+.1f} K")
print(f"heat sink of {R_sink:.1f} K/W: {d_sink:+.1f} K")
print(f"boundary resistance {R_boundary:.0e} m2 K/W: {d_boundary:+.1f} K")
print(f"phonon mean free path {mfp*1e6:.1f} um: {d_ballistic:+.2f} K")
print(f"air coefficient = {h_air:.0f} W/(m2 K), emissivity 1")
print(f"top-surface loss within {half_width*1e3:.0f} mm:"
      f" {surface_loss*1e3:.1f} mW")
print("done: every assertion held")
```

It prints:

```
TESTS (scaled units a = k0 = T0 = 1)
hemisphere power / formula: 1.00000000
Ts/T0 = 1.25: direct P/P0 = 0.2225, ln = 0.2231
Ts/T0 = 1.50: direct P/P0 = 0.4043, ln = 0.4055
Ts/T0 = 2.00: direct P/P0 = 0.6911, ln = 0.6931
Ts/T0 = 3.00: direct P/P0 = 1.0954, ln = 1.0986
largest field error, Ts/T0 = 2: 0.0041 T0
direct slope / formula near Ts/T0 = 2: 1.0027
n = 1.3, Ts/T0 = 2: Ts/T0 from formula = 1.9955
slab exponent cut: direct 0.0615, formula 0.0630
uniform-heating centre factor: sum 1.2726, 4/pi = 1.2732
EXAMPLE
disk radius a = 100 um
conductivity k0 at T0 = 150 W/(m K)
far temperature T0 = 300 K
power P = 5.0 W
mean heat flux = 15.9 kW/cm2
power scale P0 = 18.00 W
exponent P/P0 = 0.2778
disk temperature Ts = 396.1 K = 122.9 deg C
rise Ts - T0 = 96.1 K
estimate with k(T0) throughout = 383.3 K
estimate with k(Ts) throughout = 415.4 K
conductivity at Ts = 113.6 W/(m K)
incremental resistance at P = 0: 16.67 K/W
incremental resistance at P: 22.00 K/W
factor in Ts per 2.5 W step = 1.1490
P =  0.0 W: Ts = 300.0 K, constant k0: 300.0 K
P =  2.5 W: Ts = 344.7 K, constant k0: 341.7 K
P =  5.0 W: Ts = 396.1 K, constant k0: 383.3 K
P =  7.5 W: Ts = 455.1 K, constant k0: 425.0 K
P = 10.0 W: Ts = 522.9 K, constant k0: 466.7 K
NEGLECTED EFFECTS (rough inputs, change in K)
uniform heating, centre of disk: +31.2 K
k as T^-1.3: +4.9 K
limiting power for T^-1.3: 60 W
chip 700 um thick, base at T0: -6.9 K
heat sink of 1.0 K/W: +6.6 K
boundary resistance 1e-08 m2 K/W: +1.6 K
phonon mean free path 0.3 um: +0.56 K
air coefficient = 10 W/(m2 K), emissivity 1
top-surface loss within 5 mm: 2.7 mW
done: every assertion held
```
